# The CO2 Fermi dyad: cubic coupling, deperturbed gap and mixing coefficients: a program that tests the result

```python
"""Fermi dyad of CO2 as a two-state problem.

Result under test: for V = (phi/2) q1 (qa^2 + qb^2) in dimensionless normal
coordinates, the states A = |1,0^0,0> and B = |0,2^0,0> are coupled by
W = phi/(2 sqrt 2).  Levels split by D then have a deperturbed gap
delta = E_A - E_B with |delta| = sqrt(D^2 - 4 W^2), and the upper state is
cos(theta) A + sin(theta) B with tan(2 theta) = 2 W/delta.
Also tested: the non-resonant gap shift 9 phi^2/(8 omega1), and the Cartesian
constant F = phi/(a1 a2^2) in V = (F/2) s d^2, where s is the outward shift of
each O, d the perpendicular shift of the O pair relative to C, and a1, a2 are
the oscillator lengths of the stretch and the bend.
Energies are in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const

cm_to_ev = const.h * const.c * 100 / const.e
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
mass_unit_au = const.atomic_mass / const.m_e

# Data of the exercise
lower, upper, W = (x * cm_to_ev for x in (1285.0, 1388.0, 50.0))
mean = (lower + upper) / 2
D = upper - lower
phi = 2 * np.sqrt(2) * W
delta = np.sqrt(D**2 - 4 * W**2)

# Matrix elements by quadrature over the three coordinates
x, w = np.polynomial.hermite.hermgauss(16)
q1, qa, qb = np.meshgrid(x, x, x, indexing="ij")
weight = np.einsum("i,j,k->ijk", w, w, w) / np.pi**1.5
state_A = np.sqrt(2) * q1
state_B = qa**2 + qb**2 - 1
state_l2_cos = qa**2 - qb**2
state_l2_sin = 2 * qa * qb
states = [state_A, state_B, state_l2_cos, state_l2_sin]
overlap = np.array([[np.sum(weight * f * g) for g in states] for f in states])
assert np.allclose(overlap, np.eye(4), atol=1e-11)
cubic = phi / 2 * q1 * (qa**2 + qb**2)
V_matrix = np.array([[np.sum(weight * f * cubic * g) for g in states]
                     for f in states])
expected = np.zeros((4, 4))
expected[0, 1] = expected[1, 0] = phi / np.sqrt(8)
assert np.allclose(V_matrix, expected, atol=1e-12)
W_quadrature = V_matrix[0, 1]

# Diagonalization for both signs of the deperturbed gap
branches = []
for gap in (delta, -delta):
    H = np.array([[mean + gap / 2, W_quadrature],
                  [W_quadrature, mean - gap / 2]])
    levels, vectors = np.linalg.eigh(H)
    assert np.allclose(levels, [lower, upper], atol=1e-12)
    theta = 0.5 * np.arctan2(2 * W, gap)
    up = vectors[:, 1] * np.sign(vectors[0, 1])
    low = vectors[:, 0] * np.sign(vectors[1, 0])
    assert np.allclose(up, [np.cos(theta), np.sin(theta)], atol=1e-10)
    assert np.allclose(low, [-np.sin(theta), np.cos(theta)], atol=1e-10)
    assert abs(up[0]**2 - (1 + gap / D) / 2) < 1e-10
    strength_ratio = up[0]**2 / low[0]**2
    assert abs(strength_ratio - 1 / np.tan(theta)**2) < 1e-9
    branches.append((gap, up, low, strength_ratio))


def gap_from_coupling(coupling):
    return np.sqrt(D**2 - 4 * coupling**2)


# Sensitivity of the inferred gap to the assumed coupling
step = 1e-4 * W
slope = (gap_from_coupling(W + step) - gap_from_coupling(W - step)) / (2 * step)
assert abs(slope + 4 * W / delta) < 1e-4 * abs(slope)

# Second-order repulsion: good for weak coupling, bad for this dyad
weak = 0.05 * delta
weak_levels = np.linalg.eigvalsh([[delta / 2, weak], [weak, -delta / 2]])
weak_shift = weak_levels[1] - delta / 2
assert abs(weak_shift / (weak**2 / delta) - 1) < 0.004
true_shift = upper - (mean + delta / 2)
second_order_shift = W**2 / delta
assert second_order_shift > 2 * true_shift


def position(size):
    off = np.sqrt(np.arange(1, size) / 2)
    return np.diag(off, 1) + np.diag(off, -1)


def cubic_model(omega1, omega2, cubic_constant, n_stretch=12, n_bend=16):
    """Dyad splitting and smallest weight of its states in the A, B space."""
    q_stretch = position(n_stretch)
    q_bend = position(n_bend + 2)
    square = (q_bend @ q_bend)[:n_bend:2, :n_bend:2]
    quanta = np.arange(0, n_bend, 2)
    m = len(quanta)
    one = np.eye(m)
    rho2 = np.kron(square, one) + np.kron(one, square)
    bend = np.add.outer(quanta, quanta).ravel()
    energy = np.add.outer(omega1 * np.arange(n_stretch), omega2 * bend).ravel()
    H = np.diag(energy) + cubic_constant / 2 * np.kron(q_stretch, rho2)
    levels, vectors = np.linalg.eigh(H)
    index_A = m * m
    amplitude_B = (vectors[m] + vectors[1]) / np.sqrt(2)
    share = vectors[index_A]**2 + amplitude_B**2
    pair = np.argsort(share)[-2:]
    return abs(levels[pair[1]] - levels[pair[0]]), share[pair].min()


# Two-state reduction and non-resonant gap shift in the weak-coupling limit
gap_shift = 9 * phi**2 / (8 * mean)
scale = 0.01
split_scaled, _ = cubic_model(mean, (mean - scale * delta) / 2, scale * phi)
plain = scale * D
corrected = np.hypot(scale * delta + scale**2 * gap_shift, 2 * scale * W)
assert abs(split_scaled / plain - 1) < 0.002
assert abs(split_scaled - corrected) < 0.1 * abs(split_scaled - plain)

# The same model at full strength, with and without allowance for the shift
full = []
for harmonic_gap in (delta, delta - gap_shift):
    freq1 = mean + harmonic_gap / 2
    freq2 = (mean - harmonic_gap / 2) / 2
    large = cubic_model(freq1, freq2, phi)
    small = cubic_model(freq1, freq2, phi, 10, 12)
    assert abs(large[0] - small[0]) < 1e-5
    full.append((harmonic_gap, *large))

# Cartesian cubic constant, with the dyad mean standing for omega1 = 2 omega2
mass_O, mass_C = 16 * mass_unit_au, 12 * mass_unit_au
mu = 2 * mass_O * mass_C / (mass_C + 2 * mass_O)
om1 = mean / hartree_ev
om2 = om1 / 2
a1 = 1 / np.sqrt(2 * mass_O * om1)
a2 = 1 / np.sqrt(mu * om2)
F_au = phi / hartree_ev / (a1 * a2**2)


def model_potential(r):
    """Linear O-C-O in a plane: r = (z1, zC, z3, x1, xC, x3), atomic units."""
    s = (r[2] - r[0]) / 2
    t = r[0] + r[2] - 2 * r[1]
    d = (r[3] + r[5]) / 2 - r[4]
    harmonic = mass_O * om1**2 * s**2 + 0.15 * t**2 + mu * om2**2 * d**2 / 2
    return harmonic + F_au * s * d**2 / 2


masses = np.array([mass_O, mass_C, mass_O] * 2)
h = 0.01
shifts = h * np.eye(6)
hessian = np.array([[(model_potential(u + v) - model_potential(u - v)
                      - model_potential(v - u) + model_potential(-u - v))
                     / (4 * h**2) for v in shifts] for u in shifts])
squares, modes = np.linalg.eigh(hessian / np.sqrt(np.outer(masses, masses)))
frequencies = np.sqrt(np.abs(squares))
i1 = np.argmin(abs(frequencies - om1))
i2 = np.argmin(abs(frequencies - om2))
assert abs(frequencies[i1] / om1 - 1) < 1e-6
assert abs(frequencies[i2] / om2 - 1) < 1e-6
u1 = modes[:, i1] / np.sqrt(masses * frequencies[i1])
u2 = modes[:, i2] / np.sqrt(masses * frequencies[i2])


def bend_curvature(q):
    return (model_potential(q * u1 + u2) - 2 * model_potential(q * u1)
            + model_potential(q * u1 - u2))


phi_numeric = abs(bend_curvature(1.0) - bend_curvature(-1.0)) / 2 * hartree_ev
assert abs(phi_numeric / phi - 1) < 1e-5

print(f"lower level: {lower:.6f} eV")
print(f"upper level: {upper:.6f} eV")
print(f"mean level: {mean:.6f} eV")
print(f"splitting D: {D:.6f} eV")
print(f"coupling |W|: {W:.6f} eV")
print(f"largest allowed |W| = D/2: {D/2:.6f} eV")
print(f"W/phi from quadrature: {W_quadrature/phi:.6f}")
print(f"cubic constant |phi|: {phi:.6f} eV = {phi/cm_to_ev:.1f} cm^-1")
print(f"constant |k| = |phi|/2: {phi/2:.6f} eV")
print(f"gap |delta|: {delta:.6f} eV = {delta/cm_to_ev:.1f} cm^-1")
print(f"deperturbed upper level: {mean+delta/2:.6f} eV")
print(f"deperturbed lower level: {mean-delta/2:.6f} eV")
for gap, up, low, ratio in branches:
    name = "A above B" if gap > 0 else "B above A"
    angle = np.degrees(np.arctan2(up[1], up[0]))
    print(f"{name}: theta = {angle:.2f} degrees")
    print(f"  upper state, coefficients of A, B: {up[0]:.4f}, {up[1]:.4f}")
    print(f"  lower state, coefficients of A, B: {low[0]:.4f}, {low[1]:.4f}")
    print(f"  weights of A, B in upper: {up[0]**2:.4f}, {up[1]**2:.4f}")
    print(f"  strength ratio upper/lower, only A bright: {ratio:.3f}")
print(f"slope d(delta)/dW, A above B: {slope:.2f}")
for trial in (0.0060, 0.0061, 0.0062, 0.0063):
    g = gap_from_coupling(trial)
    print(f"|W| = {trial:.4f} eV: |delta| = {g:.6f} eV, "
          f"larger weight = {(1+g/D)/2:.4f}")
print(f"true level shift: {true_shift:.6f} eV")
print(f"second-order shift W^2/|delta|: {second_order_shift:.6f} eV")
print(f"non-resonant gap shift 9 phi^2/(8 omega1): {gap_shift:.6f} eV")
print("cubic model at full strength, A above B in the fitted dyad:")
for harmonic_gap, splitting, share in full:
    print(f"  harmonic gap {harmonic_gap:.6f} eV: splitting {splitting:.6f} eV")
    print(f"  smallest weight in the A, B space: {share:.4f}")
print("mass numbers used for C, O: 12, 16 u")
print(f"stretch length a1: {a1*bohr_angstrom:.5f} angstrom")
print(f"bend length a2: {a2*bohr_angstrom:.5f} angstrom")
F = F_au * hartree_ev / bohr_angstrom**3
print(f"Cartesian cubic constant |F|: {F:.1f} eV/angstrom^3")
print(f"phi from numerical normal modes: {phi_numeric:.6f} eV")
print("done: every assertion held")
```

Running it gives:

```
lower level: 0.159320 eV
upper level: 0.172090 eV
mean level: 0.165705 eV
splitting D: 0.012770 eV
coupling |W|: 0.006199 eV
largest allowed |W| = D/2: 0.006385 eV
W/phi from quadrature: 0.353553
cubic constant |phi|: 0.017534 eV = 141.4 cm^-1
constant |k| = |phi|/2: 0.008767 eV
gap |delta|: 0.003060 eV = 24.7 cm^-1
deperturbed upper level: 0.167235 eV
deperturbed lower level: 0.164175 eV
A above B: theta = 38.07 degrees
  upper state, coefficients of A, B: 0.7873, 0.6166
  lower state, coefficients of A, B: -0.6166, 0.7873
  weights of A, B in upper: 0.6198, 0.3802
  strength ratio upper/lower, only A bright: 1.630
B above A: theta = 51.93 degrees
  upper state, coefficients of A, B: 0.6166, 0.7873
  lower state, coefficients of A, B: -0.7873, 0.6166
  weights of A, B in upper: 0.3802, 0.6198
  strength ratio upper/lower, only A bright: 0.613
slope d(delta)/dW, A above B: -8.10
|W| = 0.0060 eV: |delta| = 0.004368 eV, larger weight = 0.6710
|W| = 0.0061 eV: |delta| = 0.003774 eV, larger weight = 0.6478
|W| = 0.0062 eV: |delta| = 0.003053 eV, larger weight = 0.6195
|W| = 0.0063 eV: |delta| = 0.002079 eV, larger weight = 0.5814
true level shift: 0.004855 eV
second-order shift W^2/|delta|: 0.012560 eV
non-resonant gap shift 9 phi^2/(8 omega1): 0.002087 eV
cubic model at full strength, A above B in the fitted dyad:
  harmonic gap 0.003060 eV: splitting 0.013560 eV
  smallest weight in the A, B space: 0.9875
  harmonic gap 0.000972 eV: splitting 0.012909 eV
  smallest weight in the A, B space: 0.9881
mass numbers used for C, O: 12, 16 u
stretch length a1: 0.02808 angstrom
bend length a2: 0.07603 angstrom
Cartesian cubic constant |F|: 108.0 eV/angstrom^3
phi from numerical normal modes: 0.017534 eV
done: every assertion held
```
